# Conductance decay in saturated and conjugated carbon chains: a two-band estimate

In the model computed below, lengthening an already long saturated carbon chain by 10 Å multiplies its conductance by $3.9\times10^{-4}$. For a conjugated chain the factor is $3.5\times10^{-2}$. The corresponding decay constants are 0.79 and 0.33 Å$^{-1}$. These notes trace both numbers to a gap, a band-edge mass and a Fermi level, with a correction of about 1% from the repeat length. The gap alone does not fix them.

## The model and its complex band

Take a chain of repeat length $d$ with two sites per cell, amplitudes $A_n$ and $B_n$, and real couplings $t_1>t_2>0$ within and between cells. With energy $E$ measured from midgap,

$$E A_n=t_1B_n+t_2B_{n-1},\qquad E B_n=t_1A_n+t_2A_{n+1}.$$

For the conjugated chain the sites are π orbitals. For the saturated chain, $t_1$ and $t_2$ are effective couplings of the σ backbone, with one CH$_2$ unit per repeat. They are not bare matrix elements between hybrids.

Insert $A_n=a\lambda^n$, $B_n=b\lambda^n$ with $\lambda=e^{ikd}$:

$$Ea=(t_1+t_2\lambda^{-1})b,\qquad Eb=(t_1+t_2\lambda)a.$$

A nonzero solution requires a vanishing determinant, so

$$E^2=(t_1+t_2\lambda^{-1})(t_1+t_2\lambda)=t_1^2+t_2^2+2t_1t_2\cos kd .$$

No complex conjugate was taken, so this also holds for complex $k$. For real $k$, $|E|$ is smallest at $kd=\pi$, where $|E|=t_1-t_2$. The gap is therefore $E_g=2(t_1-t_2)$.

Inside the gap set $k=\pi/d+i\kappa$ with $\kappa>0$. Then $\cos kd=-\cosh\kappa d$. Using $\cosh\kappa d=1+2\sinh^2(\kappa d/2)$,

$$E^2=(t_1-t_2)^2-4t_1t_2\sinh^2\frac{\kappa d}{2},$$

$$\sinh^2\frac{\kappa d}{2}=\frac{(E_g/2)^2-E^2}{4t_1t_2}. \tag{1}$$

Reversing the sign of one coupling reverses the sign of the cosine term. This shifts Re $k$ by $\pi/d$ and leaves $\kappa$ unchanged.

## Long chains: why $\beta=2\kappa$

Let $N$ cells, of length $L=Nd$, be connected at their end sites to contacts with energy-independent broadenings $\Gamma_L,\Gamma_R>0$. A contact adds $-i\Gamma/2$ to the end-site energy, so probability leaves that site at the rate $\Gamma/\hbar$.

A wave of unit incident flux drives the end site with amplitude $\sqrt{\hbar\Gamma}$. To check this value, take a lone site of energy $\varepsilon$ with one contact. Its amplitude is $\psi=\sqrt{\hbar\Gamma}/(E-\varepsilon+i\Gamma/2)$, and the outgoing wave is

$$1-i\sqrt{\Gamma/\hbar}\,\psi=\frac{E-\varepsilon-i\Gamma/2}{E-\varepsilon+i\Gamma/2}.$$

It has unit modulus, as flux conservation demands.

Now drive the right end of the chain and let $g$ be the amplitude on the first site per unit drive. The transmitted flux is

$$T=\frac{\Gamma_L}{\hbar}\left|\sqrt{\hbar\Gamma_R}\,g\right|^2=\Gamma_L\Gamma_R|g|^2 .$$

For coherent transport at low bias and low temperature, with two spins, the conductance is $G=(2e^2/h)T$ at the Fermi energy.

The end equations are

$$(E+i\Gamma_L/2)A_1=t_1B_1,\qquad (E+i\Gamma_R/2)B_N-t_1A_N=1 .$$

The cell equations have two solutions, with $\lambda=-e^{\pm\kappa d}$. Since $A_1=g$, every amplitude is $g$ times a combination of them, and the last equation becomes

$$g\,(-1)^N\left(C_+e^{\kappa L}+C_-e^{-\kappa L}\right)=1,$$

where $C_\pm$ do not depend on $N$. The coefficient $C_+$ cannot vanish. In the gap both solutions have real amplitudes, up to a common factor. A purely decaying solution would have to satisfy the left condition, and a purely growing one the undriven right condition. Each condition demands a complex amplitude ratio, so neither can happen. Hence

$$T=\frac{\Gamma_L\Gamma_R}{|C_+|^2}\,\frac{e^{-2\kappa L}}{\left|1+(C_-/C_+)e^{-2\kappa L}\right|^2},$$

$$\ln T=\ln\frac{\Gamma_L\Gamma_R}{|C_+|^2}-2\kappa L-2\,\mathrm{Re}\!\left(\frac{C_-}{C_+}\right)e^{-2\kappa L}+\dots$$

The slope is $\beta=2\kappa$. The contacts enter the constant and the first correction, which is exponentially small in $L$.

At midgap with equal $\Gamma$ the coefficients are simple. For $E=0$ the cell equations separate into $A_{n+1}=-(t_1/t_2)A_n$ and $B_n=-(t_2/t_1)B_{n-1}$, with $B_1=i\Gamma g/(2t_1)$. Writing $r=t_1/t_2$, the right end condition gives

$$\frac1g=\frac{i\Gamma}{2}\,\frac{i\Gamma}{2t_1}(-r)^{-(N-1)}-t_1(-r)^{N-1}
=(-1)^N\left[t_2r^N+\frac{\Gamma^2}{4t_2}r^{-N}\right].$$

Thus $e^{\kappa d}=r$, and

$$\beta=\frac2d\ln\frac{t_1}{t_2},\qquad
T=\left(\frac{\Gamma}{t_2}\right)^2\frac{e^{-\beta L}}{\left[1+(\Gamma/2t_2)^2e^{-\beta L}\right]^2}\quad(E=0). \tag{2}$$

Equal couplings close the gap, and the midgap decay then vanishes.

## Slow decay per cell: leading term and first correction

Equation (1) becomes more useful when the couplings are replaced by the edge mass. Near the upper edge put $k=\pi/d+q$:

$$E^2=\left(\frac{E_g}{2}\right)^2+4t_1t_2\sin^2\frac{qd}{2}
\;\Rightarrow\;
E\simeq\frac{E_g}{2}+\frac{t_1t_2d^2q^2}{E_g}.$$

Equating the last term to $\hbar^2q^2/2m^*$ gives

$$t_1t_2=\frac{\hbar^2E_g}{2m^*d^2}. \tag{3}$$

The valence edge has the same mass in magnitude, because the spectrum is symmetric.

Let $u=E+E_g/2$ be the Fermi energy above the valence edge, with $0<u<E_g$. Then $(E_g/2)^2-E^2=u(E_g-u)$. Inserting this and (3) into (1),

$$\sinh^2\frac{\kappa d}{2}=\frac{u(E_g-u)}{4}\,\frac{2m^*d^2}{\hbar^2E_g}=\left(\frac{\kappa_0d}{2}\right)^2,\qquad
\kappa_0=\frac{\sqrt{2m^*u(1-u/E_g)}}{\hbar}.$$

Therefore

$$\beta=\frac4d\,\mathrm{arsinh}\frac{\kappa_0d}{2}. \tag{4}$$

For small $x=\kappa_0d/2$, the equation $\sinh y=y+y^3/6+\dots=x$ is solved by $y=x-x^3/6+\dots$. Hence

$$\beta=2\kappa_0\left[1-\frac{(\kappa_0d)^2}{24}+O\big((\kappa_0d)^4\big)\right]. \tag{5}$$

The leading term is the continuum result. The correction records the finite repeat length and lowers $\beta$.

The factor $1-u/E_g$ in $\kappa_0$ comes from the second band. Without it, a one-band parabola gives too large a decay, by $\sqrt2$ at midgap to leading order. Since $u(1-u/E_g)$ peaks at $u=E_g/2$, decay is fastest at midgap.

There the leading term has two equivalent forms. Let $v=d\sqrt{t_1t_2}/\hbar$. This is the velocity at $kd=\pi$ of an ungapped chain whose couplings both equal $\sqrt{t_1t_2}$, because its energies are $\pm2\sqrt{t_1t_2}\,|\sin(qd/2)|\simeq\pm\hbar v|q|$. Equation (3) gives $m^*=E_g/(2v^2)$, so

$$\beta_{\rm mid}\simeq\frac{\sqrt{2m^*E_g}}{\hbar}=\frac{E_g}{\hbar v}. \tag{6}$$

At fixed mass $\beta$ grows as $\sqrt{E_g}$. At fixed velocity it grows as $E_g$, because the mass then grows with the gap.

## Saturated chain

All parameters are round model choices. A zigzag bond of length 1.54 Å at the tetrahedral angle advances by $d=1.54\sin(109.47^\circ/2)=1.257$ Å. Take $E_g=8$ eV, $m^*=0.4\,m_e$ and $u=2$ eV. With $\hbar^2/m_e=7.620$ eV Å$^2$,

$$\kappa_0=\sqrt{\frac{2(0.4)(2)(1-2/8)}{7.620}}=0.397\ \text{Å}^{-1}.$$

The leading estimate is $2\kappa_0=0.794$ Å$^{-1}$. The correction in (5) is $(0.397\times1.257)^2/24=0.0104$, which gives $2(0.3968)(1-0.0104)=0.785$ Å$^{-1}$. The unexpanded form (4) gives 0.786 Å$^{-1}$, or 7.86 nm$^{-1}$. The one-band value is 0.916 Å$^{-1}$.

The value near 0.8 depends on the inputs:

- Moving $u$ from 1 to 4 eV raises $\beta$ from 0.60 to 0.90 Å$^{-1}$.
- At $u=2$ eV, changing the mass from 0.3 to $0.5\,m_e$ raises it from 0.68 to 0.88 Å$^{-1}$.

## Conjugated chain

Ignore the small difference between bond lengths and use a mean of 1.40 Å at 120°. A cell contains two bonds, so $d=2(1.40)\sin60^\circ=2.425$ Å. Take a mean coupling of 2.5 eV, so that $t_{1,2}=2.5\pm E_g/4$ eV, and place the Fermi level at midgap. For $E_g=2$ eV the couplings are 3 and 2 eV, and (2) gives

$$\beta=\frac{2}{2.425}\ln\frac32=0.334\ \text{Å}^{-1}=3.34\ \text{nm}^{-1}.$$

Gaps of 1.5 and 2.5 eV give 0.25 and 0.42 Å$^{-1}$. The rise is nearly proportional to the gap, as (6) predicts, because $\hbar v$ only falls from 5.99 to 5.87 eV Å while the mass grows from 0.16 to $0.28\,m_e$. By (6), a midgap value of 0.2 Å$^{-1}$ needs a gap of about $0.2\times6=1.2$ eV.

## What separates the two chains

Compare both at midgap, with $E_g=2$ eV for the conjugated chain. The gap ratio is 4.00 and the velocity ratio 1.47, so (6) predicts a ratio of decay constants of $4.00/1.47=2.72$. Equivalently, the gap contributes $\sqrt4=2.00$ and the mass 1.36. The full lattice ratio is 2.70. It is slightly smaller because the correction in (5) is 1.4% for the saturated chain and 0.7% for the conjugated one.

The opening comparison places the saturated chain at a quarter of its gap and the conjugated chain at midgap. At a quarter of its gap the conjugated chain has $\beta=0.290$ Å$^{-1}$, and the ratio is again $0.786/0.290=2.7$.

The conductance of a single chain also contains the prefactor. For four conjugated cells (9.70 Å) and $\Gamma=1$ eV, $e^{-\beta L}=(2/3)^8=0.0390$, and (2) gives

$$T=\frac{0.25\times0.0390}{(1+0.0625\times0.0390)^2}=0.00971,\qquad G=7.5\times10^{-7}\ \text{S}.$$

The finite-length correction is only 0.5% of $T$. Eight saturated cells (10.06 Å) at $u=2$ eV give $9.6\times10^{-10}$ S, smaller by a factor of about 780. The exponentials account for a factor of about 106, of which 1.3 comes from the saturated chain being 0.36 Å longer. The prefactors account for the remaining 7.4. A decay constant should therefore be taken from the slope over several lengths, not from one conductance. For long chains the slope gives $\beta$ when transport stays coherent and the contacts and level alignment are the same at every length. If any of these changes with length, the slope can differ from $\beta$.

## Where the estimate fails

The length asymptotics require $|C_-/C_+|\,e^{-\beta L}\ll1$. At midgap (2) gives $|C_-/C_+|=(\Gamma/2t_2)^2$, so weak contacts meet the condition even for short chains. In general it is secured by large $\beta L$, which needs ever longer chains as the Fermi level approaches a band edge, where $\kappa\to0$. Expansion (5), cut after the term shown, is 0.1% below (4) at $\kappa_0d=0.7$ and 2% below it at $\kappa_0d=1.5$; for larger values (4) should be used.

The model omits the other σ bands, unequal edge masses, torsion, vibrations and the self-consistent alignment of the Fermi level with the contacts. Thermally activated hopping, also omitted, can replace tunnelling in long chains. The gap, mass and level of the saturated chain are inputs, so its 0.79 Å$^{-1}$ follows from those choices and is not a first-principles prediction. The same is true of the conjugated chain, whose gap, mean coupling and level are also chosen. The numerical check tests the gap, the edge mass (3), the decay constant (4), the midgap $\beta$ of (2), the estimate (6) to within 3%, and the finite-chain slopes. It does not test expansion (5), and the transmission in (2) is compared only by hand with the one printed conjugated conductance.

## Numbers as computed

```
hbar^2/m_e = 7.6200 eV angstrom^2
conductance quantum 2e^2/h = 7.7481e-05 S
SATURATED CHAIN
bond length = 1.54 angstrom
bond angle = 109.47 degrees
repeat length d = 1.2574 angstrom
gap = 8.0 eV; edge mass = 0.40 m_e
effective couplings t1, t2 = 9.225, 5.225 eV
hbar*v of ungapped chain = 8.729 eV angstrom
Fermi level u = 1.0 eV: beta = 0.603 per angstrom
Fermi level u = 2.0 eV: beta = 0.786 per angstrom
Fermi level u = 3.0 eV: beta = 0.876 per angstrom
Fermi level u = 4.0 eV: beta = 0.904 per angstrom
u = 2 eV, mass 0.3 m_e: beta = 0.682 per angstrom
u = 2 eV, mass 0.4 m_e: beta = 0.786 per angstrom
u = 2 eV, mass 0.5 m_e: beta = 0.876 per angstrom
kappa0 at u = 2 eV = 0.3968 per angstrom
continuum 2*kappa0 at u = 2 eV = 0.794 per angstrom
one-band beta at u = 2 eV = 0.916 per angstrom
main beta at u = 2 eV = 7.86 per nm
CONJUGATED CHAIN
mean bond length = 1.40 angstrom
bond angle = 120.0 degrees
repeat length d = 2.4249 angstrom
mean coupling = 2.50 eV
gap 1.5 eV: t1, t2 = 2.875, 2.125 eV
  edge mass = 0.159 m_e; hbar*v = 5.994 eV angstrom
  midgap beta = 0.249 per angstrom
gap 2.0 eV: t1, t2 = 3.000, 2.000 eV
  edge mass = 0.216 m_e; hbar*v = 5.940 eV angstrom
  midgap beta = 0.334 per angstrom
gap 2.5 eV: t1, t2 = 3.125, 1.875 eV
  edge mass = 0.276 m_e; hbar*v = 5.870 eV angstrom
  midgap beta = 0.421 per angstrom
gap 2 eV, quarter-gap beta = 0.290 per angstrom
main midgap beta, gap 2 eV = 3.34 per nm
COMPARISON (conjugated gap 2 eV)
midgap beta ratio saturated/conjugated = 2.704
square-root gap factor = 2.000
square-root mass factor = 1.361
gap ratio = 4.000
velocity ratio = 1.470
saturated, u = 2 eV
  conductance factor per repeat = 0.3724
  conductance factor per 10 angstrom = 3.872e-04
  8 repeats, length = 10.06 angstrom
  conductance at Gamma = 1 eV = 9.643e-10 S
conjugated, midgap
  conductance factor per repeat = 0.4444
  conductance factor per 10 angstrom = 3.529e-02
  4 repeats, length = 9.70 angstrom
  conductance at Gamma = 1 eV = 7.521e-07 S
```
